Cubic force constants of an insulator from primitive-cell orbital responses, part 1

(Sections cited here and not found follow in the second part.)

Cubic force constants for three phonon wavevectors

A phonon in a real crystal does not live forever. The energy of the crystal is not exactly quadratic in the atomic displacements, and its cubic part lets one phonon decay into two, or two merge into one. In an insulator the phonon–phonon contribution to linewidths and to the lattice thermal resistance, as distinct from scattering by isotopes, defects or boundaries, is governed to lowest order by the third derivative of the total energy along three displacement waves q₁, q₂, q₃. For arbitrary wavevectors the three waves together fit only into a very large supercell, or into none. One wants the third derivative from calculations in the primitive cell, and one wants to know exactly which electronic orbitals those calculations must supply.

Setting and conventions

Hartree atomic units are used. The crystal has N cells with periodic boundary conditions, lattice vectors R and atoms s at R + τ_s + u_s(R). It is a spin-unpolarised insulator with an absolute gap: every occupied level, at any k, lies below every empty level. Occupied orbitals hold two electrons. The Kohn–Sham energy is

E = 2 Σ_i ⟨ψ_i|t|ψ_i⟩ + ∫ v n + ½ ∬ n(r) w(r−r′) n(r′) + ∫ e_xc(n) + E_ion,

n(r) = 2 Σ_i |ψ_i(r)|².

The index i = (v,k) runs over occupied bands v and the N wavevectors k. The one-electron operator t is Hermitian, commutes with lattice translations and does not depend on the displacements. Normally t = p²/2, but t is left general so that time reversal can be broken later. The external potential is local, v(r) = Σ_{R,s} v_s(r − R − τ_s − u_s(R)). The exchange–correlation energy is a local function of the density, with v_xc = e_xc′, f_xc = e_xc″ and K_xc = e_xc‴. The Hamiltonian is H = t + v + w∗n + v_xc(n), where (w∗n)(r) = ∫ w(r−r′) n(r′). The reference structure u = 0 need not be an equilibrium.

A perturbation a = 1, 2, 3 consists of an atom s_a, a real unit vector e_a and a wavevector q_a. It defines a differential operator with complex coefficients,

∂_a = Σ_R e^{iq_a·R} e_a·∂/∂u_{s_a}(R),

and ∂_{−a} is the same operator with q_a → −q_a. If atom s_a is displaced by e_a(λ_a e^{iq_a·R} + λ_a* e^{−iq_a·R}), then ∂_a is ∂/∂λ_a at fixed λ_a*. A superscript denotes a derivative at u = 0: v^a = ∂_a v, v^{ab} = ∂_a∂_b v, and so on, with h^a = ∂_a H. The cubic force constant is

Φ = (1/N) ∂₁∂₂∂₃ E.

The u are real, so for any function f(u) one has ∂_a(f*) = (∂_{−a} f)*. Two consequences are used throughout. For the real functions v, n and the local part of H, h^{−a} = (h^a)* and n^{−a} = (n^a)*. For an orbital, the derivative of the bra is not the conjugate of the derivative of the ket:

∂_a|ψ_i⟩ = |ψ^a_i⟩,  ∂_a⟨ψ_i| = ⟨ψ^{−a}_i|.

Writing ⟨ψ^a_i| in the second place is an easy error to make. It does no harm only when q_a is equivalent to −q_a.

Translation symmetry fixes the momentum content. The real-space constant ∂³E/∂u(R₁)∂u(R₂)∂u(R₃) is unchanged when all three R are shifted by a lattice vector R₀. Making that shift in the triple sum that defines Φ gives Φ = e^{i(q₁+q₂+q₃)·R₀} Φ for every R₀. Hence Φ = 0 unless

q₁ + q₂ + q₃ = G,

a reciprocal lattice vector, which is assumed from here on. In the same way ∂n(r+R₀)/∂u(R+R₀) = ∂n(r)/∂u(R) gives n^a(r+R₀) = e^{iq_a·R₀} n^a(r), and likewise for v^a and h^a. So h^a takes a Bloch function at k into one at k+q_a. The derivatives of the external potential follow from ∂/∂u = −∇ acting on v_s:

v^a(r) = −Σ_R e^{iq_a·R} (e_a·∇) v_{s_a}(r − R − τ),

v^{ab}(r) = +δ_{s_a s_b} Σ_R e^{i(q_a+q_b)·R} (e_a·∇)(e_b·∇) v_{s_a}(r − R − τ),

v^{123}(r) = −δ_{s₁s₂}δ_{s₂s₃} Σ_R (e₁·∇)(e₂·∇)(e₃·∇) v_{s₁}(r − R − τ).

The phase e^{iG·R} = 1 has dropped out of the last line, so v^{123} is real and periodic.

First derivation: the stationary functional of the orbitals

Orthonormality is imposed with a matrix of multipliers:

F = E[ψ, u] − 2 Σ_{ij} Λ_{ji} (⟨ψ_i|ψ_j⟩ − δ_{ij}).

Bras and kets are varied independently. Varying ⟨ψ_i| gives 2H|ψ_i⟩ from E and −2Σ_j Λ_{ji}|ψ_j⟩ from the constraint, so

H|ψ_i⟩ = Σ_j Λ_{ji} |ψ_j⟩,  Λ_{ji} = ⟨ψ_j|H|ψ_i⟩.

Any orthonormal basis of the occupied space solves this equation, with its own Λ. At u = 0 take eigenstates, Λ_{ji} = ε_i δ_{ij}. For u ≠ 0 a convenient smooth choice exists. Let P(u) = Σ_i |ψ_i⟩⟨ψ_i| and Q = 1 − P. Differentiating P² = P gives P^a = P^a P + P P^a. Multiplying by P on both sides gives P P^a P = 2 P P^a P, so P P^a P = 0, and multiplying by Q on both sides gives Q P^a Q = 0. Choose as orbitals the vectors P(u)|ψ_i(0)⟩, symmetrically orthonormalised. Their overlap matrix ⟨ψ_i(0)|P(u)|ψ_j(0)⟩ has no first-order term, because P P^a P = 0, so the orthonormalisation acts only from second order on and |ψ^a_i⟩ = P^a|ψ_i⟩. Therefore

⟨ψ_j|ψ^a_i⟩ = 0 for all occupied i, j and all ±a.

This is the parallel-transport gauge. It needs no non-degeneracy within the occupied bands.

Apply ∂_a to the stationarity equation:

h^a|ψ_i⟩ + H|ψ^a_i⟩ = Σ_j Λ^a_{ji}|ψ_j⟩ + ε_i|ψ^a_i⟩.

Project on an occupied ⟨ψ_j|. The terms ⟨ψ_j|H|ψ^a_i⟩ = ε_j⟨ψ_j|ψ^a_i⟩ and ε_i⟨ψ_j|ψ^a_i⟩ vanish by the gauge, leaving

Λ^a_{ji} = ⟨ψ_j|h^a|ψ_i⟩,

which is non-zero only if j has momentum k+q_a when i has k. Project instead with Q, which commutes with H. This gives the Sternheimer equation

(H − ε_{vk}) |ψ^a_{vk}⟩ = −Q h^a |ψ_{vk}⟩,

or, written with empty states c,

|ψ^a_{vk}⟩ = Σ_c |c⟩⟨c|h^a|vk⟩/(ε_{vk} − ε_c),

⟨ψ^{−a}_{vk}| = Σ_c ⟨vk|h^a|c⟩⟨c|/(ε_{vk} − ε_c).

The second line is the conjugate of the first with a → −a, using (h^{−a})† = h^a. The subscript k names the parent state. The function ψ^a_{vk} is itself a Bloch function at k+q_a, and ψ^{−a}_{vk} one at k−q_a. To solve for them one needs H and the occupied projector at those shifted points. The absolute gap keeps all denominators away from zero for any q_a. The first-order density and potential close the equations:

n^a = 2 Σ_i (ψ_i* ψ^a_i + ψ^{−a}_i* ψ_i),

h^a = v^a + w∗n^a + f_xc n^a.

Now the third derivative. Collect kets, bras and multipliers in one vector y. Along the solution y(u) the constraints hold, so E(u) = F(y(u), u). Subscripts on F denote partial derivatives. The chain rule gives

E₁ = F₁ + F_y y¹,

E₁₂ = F₁₂ + F_{y1} y² + F_{y2} y¹ + F_{yy} y¹y² + F_y y¹².

Differentiating the five terms along 3, one by one:

F₁₂ → F₁₂₃ + F_{y12} y³,

F_{y1} y² → F_{y13} y² + F_{yy1} y²y³ + F_{y1} y²³,

F_{y2} y¹ → F_{y23} y¹ + F_{yy2} y¹y³ + F_{y2} y¹³,

F_{yy} y¹y² → F_{yy3} y¹y² + F_{yyy} y¹y²y³ + F_{yy} y² y¹³ + F_{yy} y¹ y²³,

F_y y¹² → F_{y3} y¹² + F_{yy} y³ y¹² + F_y y¹²³.

The factor multiplying y¹²³ is F_y, which is zero by stationarity. The factor multiplying y²³ is F_{y1} + F_{yy} y¹, which is ∂₁ of F_y(y(u), u) and vanishes because F_y is zero for all u. The factors of y¹³ and y¹² vanish in the same way. In explicit form these are the Sternheimer equation, the equation for Λ^a and the first-order orthonormality condition. What remains is

E₁₂₃ = F₁₂₃ + (F_{y12} y³ + F_{y13} y² + F_{y23} y¹) + (F_{yy1} y²y³ + F_{yy2} y¹y³ + F_{yy3} y¹y²) + F_{yyy} y¹y²y³.

This is the 2n+1 theorem for n = 1. The right side is what the same chain rule yields when y is linear in the parameters. It is therefore the coefficient of λ₁λ₂λ₃ in F evaluated on the trial path

|ψ̃_i⟩ = |ψ_i⟩ + Σ_a λ_a|ψ^a_i⟩,  ⟨ψ̃_i| = ⟨ψ_i| + Σ_a λ_a⟨ψ^{−a}_i|,  Λ̃ = ε + Σ_a λ_a Λ^a,

with the potential expanded as v + Σ λ_a v^a + Σ_{a<b} λ_aλ_b v^{ab} + λ₁λ₂λ₃ v^{123}. Terms containing λ_a² cannot contribute to the coefficient and are omitted. The trial density is a product of two linear factors:

ñ = n⁰ + Σ_a λ_a n^a + Σ_{a<b} λ_aλ_b m^{ab},

m^{ab} = 2 Σ_i (ψ^{−a}_i* ψ^b_i + ψ^{−b}_i* ψ^a_i).

It has no cubic term. Note that m^{ab} is only part of the true second-order density. Let Σ_c denote the sum over the three ways to single out c, with a, b the other two. The coefficient of λ₁λ₂λ₃ is read off piece by piece.

The term with t is quadratic in λ and gives nothing.

The external term gives ∫v^{123} n⁰ + Σ_c ∫v^{ab} n^c + Σ_c ∫v^c m^{ab}.

The Hartree term ½∬ñ w ñ gives a linear factor times a quadratic factor, in two orders that cancel the ½: Σ_c ∫(w∗n^c) m^{ab}.

For exchange and correlation set δ = ñ − n⁰ and expand e_xc = e_xc(n⁰) + v_xc δ + ½ f_xc δ² + (1/6) K_xc δ³. The coefficient of λ₁λ₂λ₃ is 0 in δ, 2Σ_c n^c m^{ab} in δ², and 6 n¹n²n³ in δ³. The result is Σ_c ∫f_xc n^c m^{ab} + ∫K_xc n¹n²n³.

In the constraint, ⟨ψ̃_i|ψ̃_j⟩ − δ_{ij} has no first-order term, by the gauge, and no third-order term. Its λ_aλ_c coefficient is ⟨ψ^{−a}_i|ψ^c_j⟩ + ⟨ψ^{−c}_i|ψ^a_j⟩, which pairs with Λ^b. Three choices of b and two orders of a, c give six terms: −2 Σ_{perm} Σ_{ij} ⟨ψ^{−a}_i|ψ^c_j⟩ Λ^b_{ji}.

The three pieces that contain m^{ab} add to Σ_c ∫(v^c + w∗n^c + f_xc n^c) m^{ab} = Σ_c ∫h^c m^{ab}. The bare potential has been completed to the self-consistent one. Each m^{ab} has two terms, so this sum is again six terms, 2Σ_{perm} Σ_i ⟨ψ^{−a}_i|h^b|ψ^c_i⟩ after renaming.

Every integrand is lattice periodic, because its momenta add to G, so an integral over the crystal is N times the integral over one cell. Rescale the orbitals by √N so that they are normalised in one cell. Matrix elements then keep their values when evaluated over one cell, and each factor 2Σ_i in a density becomes (2/N_k)Σ_{kv} with N_k = N. Dividing E₁₂₃ by N,

Φ = Σ_{perm} (T_abc − S_abc) + ∫(v¹²n³ + v²³n¹ + v³¹n²) + ∫v¹²³n⁰ + ∫K_xc n¹n²n³ + Φ_ion,

T_abc = (2/N_k) Σ_{k,v} ⟨ψ^{−a}_{vk}|h^b|ψ^c_{vk}⟩,

S_abc = (2/N_k) Σ_{k,v,w} ⟨ψ^{−a}_{vk}|ψ^c_{w,k+q_b}⟩ ⟨ψ_{w,k+q_b}|h^b|ψ_{vk}⟩,

with all integrals over one cell, no complex conjugation in the density terms, and (a,b,c) running over 123, 132, 213, 231, 312, 321.

For a pair potential in one dimension, E_ion = ½Σ_{i≠j} φ(x_i − x_j) over all atoms i, j. With η_a(s,R) = δ_{s,s_a} e^{iq_aR} one has ∂_a(x_i − x_j) = η_a(i) − η_a(j). Moving both atoms by R₀ multiplies the triple product by e^{iGR₀} = 1, so all N cells contribute equally:

Φ_ion = ½ Σ_{i in cell 0} Σ_{j≠i} φ‴(x_i − x_j) Π_a [η_a(i) − η_a(j)].

In three dimensions φ‴ becomes (e₁·∇)(e₂·∇)(e₃·∇)φ, and for Coulomb forces the sum is done by the Ewald method.

Two checks fix the sign and weight of S. If q_b = 0, adding a constant κ to h^b must change nothing, since a constant does not move the electrons. T_abc gains κ(2/N_k)Σ⟨ψ^{−a}_{vk}|ψ^c_{vk}⟩. In S_abc the last factor gains κδ_{vw}, which gives the same expression, and the two cancel. Second, take one non-degenerate level, no interaction and three equal real perturbations h, linear in λ. All six permutations coincide, and per electron the third derivative is 6⟨ψ¹|h − ε¹|ψ¹⟩ with ε¹ = ⟨ψ|h|ψ⟩. Dividing by 3! gives the third-order Rayleigh–Schrödinger energy. This familiar form invites a mistake. When q_b is not a reciprocal lattice vector, the first-order eigenvalue shift ⟨vk|h^b|vk⟩ vanishes by momentum conservation, and one may be tempted to drop the subtraction. The subtraction is the whole matrix Λ^b between k and k+q_b, and it does not vanish.

Where the orbitals sit

Read T_abc from right to left. The parent state is at p. The ket ψ^c is at p+q_c, h^b carries it to p+q_c+q_b = p−q_a+G, and there it meets the bra ψ^{−a}, whose parent is again at p. The closed walk applies the wavevectors in the order c, b, a. In S_abc, h^b first carries p to p+q_b, the response ψ^c of that state lies at p+q_b+q_c = p−q_a+G, and the bra closes the walk. The order is b, c, a. For the same permutation, T and S run round their triangles in opposite senses.

Points that differ by G are the same point for full Bloch functions. If one stores periodic parts, ψ^c_{vk} = e^{i(k+q_c)·r} ū^c, ψ^{−a}_{vk} = e^{i(k−q_a)·r} ū^{−a} and h^b = e^{iq_b·r} h̄^b, the exponentials combine to e^{i(q_a+q_b+q_c)·r}, and T_abc contains ∫ū^{−a}* h̄^b ū^c e^{iG·r}. Forgetting this factor spoils triples whose wavevectors, as written, add to G ≠ 0, and leaves those with G = 0 correct.

With every term based at the same k, as the formula is written, one needs ground states at the seven points k, k±q₁, k±q₂, k±q₃, six responses ψ^{±a} with parents at k, and six more, ψ^c with parents at k+q_b. The count falls if the summation variable is shifted term by term. The summand of each T or S is a periodic function of p, so Σ_p f(p) = Σ_p f(p+q) holds when the mesh is invariant under the shift (commensurate q) or when the sum has converged to the Brillouin-zone integral.

Take the walk with order 1, 3, 2. Its corners are

A = k,  B = k + q₁,  C = k + q₁ + q₃ ≡ k − q₂.

T_abc lies on it if (c,b,a) is a cyclic shift of (1,3,2), and S_abc if (b,c,a) is. Writing ψ^a_X for the response with parent at X, the six terms are:

T₂₃₁, parent A: ⟨ψ^{−2}_A|h³|ψ¹_A⟩, ket at B, bra at C.

T₁₂₃, parent B: ⟨ψ^{−1}_B|h²|ψ³_B⟩, ket at C, bra at A.

T₃₁₂, parent C: ⟨ψ^{−3}_C|h¹|ψ²_C⟩, ket at A, bra at B.

S₂₁₃: ⟨ψ^{−2}_A|ψ³_B⟩⟨ψ_B|h¹|ψ_A⟩, overlap at C.

S₁₃₂: ⟨ψ^{−1}_B|ψ²_C⟩⟨ψ_C|h³|ψ_B⟩, overlap at A.

S₃₂₁: ⟨ψ^{−3}_C|ψ¹_A⟩⟨ψ_A|h²|ψ_C⟩, overlap at B.

They use the occupied ground states at k, k+q₁, k−q₂ and six first-order orbitals per band, one for each edge of the triangle in each direction: ψ¹_A, ψ³_B, ψ²_C going forward and ψ^{−1}_B, ψ^{−3}_C, ψ^{−2}_A going back. Define

Δ₁₂ = T₂₃₁ + T₁₂₃ + T₃₁₂ − S₂₁₃ − S₁₃₂ − S₃₂₁.

These are half of the twelve terms. Exchanging the labels 1 and 2 gives the other half,

Δ₂₁ = T₁₃₂ + T₂₁₃ + T₃₂₁ − S₁₂₃ − S₂₃₁ − S₃₁₂,

on the triangle k, k+q₂, k−q₁. Its edges are q₂, q₃, q₁ in that order, the opposite sense, and for general wavevectors no shift of k maps it on the first triangle. So Σ(T−S) = Δ₁₂ + Δ₂₁, and the points k, k+q₁, k−q₂ are not sufficient on grounds of translation symmetry alone.

Time reversal supplies the rest. Suppose H is real in position space, as it is for t = p²/2. Then ψ_{vk}* is an eigenstate at −k with the same energy, and one may set ψ_{v,−k} = ψ_{vk}*. This choice is free, because T and S do not change when a parent state is multiplied by a phase or a degenerate set is rotated: each parent enters once linearly and once antilinearly, and the set is summed over. Conjugating the Sternheimer equation for ψ^{−a}_{vk}, with (h^{−a})* = h^a and Q real, gives the equation for ψ^a_{v,−k}. Hence (ψ^{−a}_{vk})* = ψ^a_{v,−k} and, with a → −c, ψ^c_{vk} = (ψ^{−c}_{v,−k})*. Then, since h^b is a multiplicative function,

⟨ψ^{−a}_{vk}|h^b|ψ^c_{vk}⟩ = ∫ψ^a_{v,−k} h^b (ψ^{−c}_{v,−k})* = ⟨ψ^{−c}_{v,−k}|h^b|ψ^a_{v,−k}⟩.

Summing over a mesh symmetric under k → −k gives T_abc = T_cba. For S put p = −k−q_b, so that −k = p+q_b. The two factors become

⟨ψ^{−a}_{vk}|ψ^c_{w,k+q_b}⟩ = ∫ψ^a_{v,−k} (ψ^{−c}_{w,−k−q_b})* = ⟨ψ^{−c}_{wp}|ψ^a_{v,p+q_b}⟩,

⟨ψ_{w,k+q_b}|h^b|ψ_{vk}⟩ = ∫ψ_{wp} h^b (ψ_{v,p+q_b})* = ⟨ψ_{v,p+q_b}|h^b|ψ_{wp}⟩.

Their product is the summand of S_cba at p with v and w renamed, so S_abc = S_cba when the sum is invariant under k → −k−q_b. Reversing the indices maps 231, 123, 312 to 132, 321, 213 and 213, 132, 321 to 312, 231, 123, which turns Δ₁₂ into Δ₂₁ term by term. With time reversal and shift-invariant sums,

Σ_{perm}(T − S) = 2Δ₁₂.

The partner of Δ₁₂ is equal to it and is not its complex conjugate. Replacing 2Δ₁₂ by 2 Re Δ₁₂ is wrong in general. Conjugation relates Φ(q₁,q₂,q₃) to Φ(−q₁,−q₂,−q₃), in general a different constant; when every q_a is equivalent to −q_a the two coincide and Φ is real.

When q₃ = 0 and q₂ = −q₁, corner C coincides with B. Then Φ is the change of the harmonic force constants at q₁ under a uniform shift of sublattice s₃, only k and k+q₁ are needed, and S₁₃₂ contains ⟨ψ_B|h³|ψ_B⟩, whose diagonal holds the first-order eigenvalue shifts. Summing such a Φ over s₃ at fixed e₃ describes a rigid translation of the crystal and must give zero when t is invariant under all translations, as it is for any function of p.

Second derivation: the force and the resolvent

The second road never introduces orbitals as variables. Write the energy with the projector, using ∫f n = 2Tr[fP] for any local function f:

E = 2Tr[tP] + ∫v n + ½∬n w n + ∫e_xc(n) + E_ion.

Differentiate along 3 at an arbitrary u. The change of P enters through 2Tr[t ∂₃P] + ∫(v + w∗n + v_xc) ∂₃n = 2Tr[H ∂₃P]. Since H commutes with P, H = PHP + QHQ, and the trace equals Tr[H P ∂₃P P] + Tr[H Q ∂₃P Q]. Both vanish, because idempotency gives P ∂P P = Q ∂P Q = 0 at every u. Only the explicit dependence survives, which is the Hellmann–Feynman theorem:

∂₃E = ∫(∂₃v) n + ∂₃E_ion.

It holds for all u, so it may be differentiated twice more. At u = 0,

∂₁∂₂∂₃E = ∫v¹²³n⁰ + ∫v¹³n² + ∫v²³n¹ + ∫v³n¹² + ∂₁∂₂∂₃E_ion.

Here n¹² is the full second-order density, and the task is to eliminate it. Let 𝒢(z) = (z − H)⁻¹, and let ∮ stand for (1/2πi) times the integral along a counter-clockwise contour that encloses all occupied levels and crosses the real axis in the gap. Then P = ∮𝒢 dz, because each eigenstate contributes the residue of 1/(z − ε), one inside and zero outside. For small u the gap stays open and the contour can be held fixed. Differentiating (z − H)𝒢 = 1 gives −h^a𝒢 + (z − H)∂_a𝒢 = 0, so ∂_a𝒢 = 𝒢h^a𝒢. Differentiating 𝒢h²𝒢 along 1, factor by factor,

∂₁∂₂𝒢 = 𝒢h¹𝒢h²𝒢 + 𝒢h¹²𝒢 + 𝒢h²𝒢h¹𝒢.

The second-order potential follows from applying ∂₁ to h² = ∂₂v + w∗∂₂n + f_xc(n) ∂₂n:

h¹² = v¹² + w∗n¹² + f_xc n¹² + K_xc n¹n².

Now treat ∫v³n¹². Substitute v³ = h³ − w∗n³ − f_xc n³, and use w(r−r′) = w(r′−r) to move the kernel onto n¹²:

∫v³n¹² = ∫h³n¹² − ∫n³(w∗n¹² + f_xc n¹²).

The first term is 2Tr[h³ ∂₁∂₂P], which has three parts. In the part with h¹², cyclicity of the trace moves h¹² to the front:

2∮Tr[h³𝒢h¹²𝒢] dz = 2Tr[h¹² ∮𝒢h³𝒢 dz] = 2Tr[h¹²P³] = ∫h¹²n³.

The first derivation has given Φ in terms of first-order orbitals, with time reversal reducing the six permutations to one triangle of k points, and the second has reduced the h¹² part of ∫h³n¹² to ∫h¹²n³. It remains to eliminate n¹², show that the two derivations agree, compare their assumptions and test the formula numerically.
